# Ballistic Current in a Two-Dimensional Transistor from Top-of-Barrier Carrier Populations: a program that tests the result

```python
# Ballistic current per width of a 2D transistor from the carrier populations
# at the top of the source barrier:
#   J = (q N vT / 2) [F_half(eta_S) - F_half(eta_D)]
#   N = g m kT / (2 pi hbar^2),  vT = sqrt(2 kT / (pi m))
#   eta_S = (mu_S - E_top)/kT,   eta_D = eta_S - q V_D / kT
# g: spin times valley degeneracy, m: band mass, F_j: normalised Fermi-Dirac
# integrals, n: total density at the top, V_D: drain voltage (source grounded).
# Tests use momentum-space quadrature, classical trajectories, limiting cases
# and finite differences. SI units inside; 1 A/m = 1 uA/um.
import numpy as np
from scipy.constants import e as q, hbar, h, k as kB, m_e
from scipy.optimize import brentq
from scipy.special import expit

mass = 0.5 * m_e
g = 4
T_room = 300.0
nodes, weights = np.polynomial.legendre.leggauss(1000)


def scales(T):
    kT = kB * T
    return kT, g * mass * kT / (2 * np.pi * hbar**2), np.sqrt(2 * kT / (np.pi * mass))


def fermi_integral(eta, order):
    """Normalised integral of order +1/2 or -1/2, with energy = t^2."""
    top = np.sqrt(max(eta, 0.0) + 40.0)
    t = 0.5 * top * (nodes + 1)
    w = 0.5 * top * weights
    occupation = expit(eta - t**2)
    if order == 0.5:
        return 4 / np.sqrt(np.pi) * np.sum(w * t**2 * occupation)
    return 2 / np.sqrt(np.pi) * np.sum(w * occupation)


def directed_density(eta, T):
    return 0.5 * scales(T)[1] * np.logaddexp(0.0, eta)


def directed_current(eta, T):
    _, N, vT = scales(T)
    return 0.5 * q * N * vT * fermi_integral(eta, 0.5)


def eta_pair(n, V, T):
    """Reduced Fermi levels that give total density n at drain voltage V."""
    kT, N, _ = scales(T)
    u = q * V / kT
    b = np.exp(-u)
    a = np.exp(2 * n / N)
    root = np.sqrt((1 - b)**2 + 4 * a * b)
    eta_s = np.log(2 * np.expm1(2 * n / N) / (1 + b + root))
    return eta_s, eta_s - u


def current_at_density(n, V, T):
    es, ed = eta_pair(n, V, T)
    vT = scales(T)[2]
    fs, fd = fermi_integral(es, 0.5), fermi_integral(ed, 0.5)
    ls, ld = np.logaddexp(0, es), np.logaddexp(0, ed)
    return q * n * vT * fs / ls * (1 - fd / fs) / (1 + ld / ls)


def close(a, b, rel):
    assert abs(a - b) <= rel * abs(b), (a, b)


# --- Half-plane integrals in Cartesian momentum space ---
gx, gw = np.polynomial.legendre.leggauss(160)
cut = 7.5
kT, N, vT = scales(T_room)
k_unit = np.sqrt(2 * mass * kT) / hbar
state_factor = g * k_unit**2 / (4 * np.pi**2)
v_unit = hbar * k_unit / mass


def half_plane(eta):
    tx, wx = 0.5 * cut * (gx + 1), 0.5 * cut * gw
    ty, wy = cut * gx, cut * gw
    f = expit(eta - tx[:, None]**2 - ty[None, :]**2)
    per_kx = f @ wy
    return (state_factor * np.sum(wx * per_kx),
            q * state_factor * v_unit * np.sum(wx * tx * per_kx))


for eta in (-3.0, 0.0, 2.0):
    density, flux = half_plane(eta)
    close(directed_density(eta, T_room), density, 1e-8)
    close(directed_current(eta, T_room), flux, 1e-8)

n_fix = 1e17
for V in (0.02, 0.1, 0.5):
    es, ed = eta_pair(n_fix, V, T_room)
    (ns, js), (nd, jd) = half_plane(es), half_plane(ed)
    close(ns + nd, n_fix, 1e-8)
    close(current_at_density(n_fix, V, T_room), js - jd, 1e-7)

# --- Trajectories traced backward in time over a model barrier ---
# Reduced energy p^2 + U(x), U = -A tanh(x)^2, A differs on the two sides.
depth_source, bias_kT = 4.0, 3.0
depth_drain = depth_source + bias_kT
eta_s_test, eta_d_test = 1.5, 1.5 - bias_kT


def trace_origin(x0, p0):
    x, p, dt = np.full_like(p0, x0), p0.copy(), 0.004
    for _ in range(2000):
        x -= dt * p
        th = np.tanh(x)
        depth = np.where(x < 0, depth_source, depth_drain)
        p += dt * (-2 * depth * th * (1 - th**2))
        x -= dt * p
    assert np.all(np.abs(x) > 2)
    return x < 0


count = 8000
dp = 2 * cut / count
p_grid = -cut + dp * (np.arange(count) + 0.5)
traced = {}
for x0 in (0.0, 0.8):
    from_source = trace_origin(x0, p_grid)
    if x0 == 0.0:
        assert np.array_equal(from_source, p_grid > 0)
    else:
        reflected = (p_grid > 0) & ~from_source
        assert reflected.any()
        p_split = p_grid[reflected].max()
    energy_x = p_grid**2 - depth_drain * np.tanh(x0)**2
    eta_origin = np.where(from_source, eta_s_test, eta_d_test)
    f = expit((eta_origin - energy_x)[:, None] - (cut * gx)[None, :]**2)
    traced[x0] = q * state_factor * v_unit * dp * np.sum(p_grid * (f @ (cut * gw)))
formula_test = (directed_current(eta_s_test, T_room)
                - directed_current(eta_d_test, T_room))
close(traced[0.0], formula_test, 1e-4)
# the occupation jumps inside one momentum cell, an error of order dp
close(traced[0.8], formula_test, 4e-3)

# --- Limits ---
n_low = 1e-4 * N
for V in (0.01, 0.05, 0.3):
    close(current_at_density(n_low, V, T_room),
          q * n_low * vT * np.tanh(q * V / (2 * kT)), 1e-3)
eta_eq = eta_pair(n_fix, 0.0, T_room)[0]
G_room = q**2 * N * vT * fermi_integral(eta_eq, -0.5) / (2 * kT)
close(current_at_density(n_fix, 1e-4, T_room) / 1e-4, G_room, 1e-4)
T_cold = 3.0
kF = np.sqrt(4 * np.pi * n_fix / g)
G_cold = g * q**2 * kF / (np.pi * h)
close(current_at_density(n_fix, 1e-5, T_cold) / 1e-5, G_cold, 1e-3)
J_degenerate = (q * n_fix * 4 / (3 * np.pi) * hbar / mass
                * np.sqrt(8 * np.pi * n_fix / g))
close(current_at_density(n_fix, 0.5, T_cold), J_degenerate, 2e-4)

# --- Barrier height from a lumped capacitor model (mu_S = 0) ---
C_gate, E0_volt = 0.03, 0.3


def device(VG, VD, C_side):
    """C_side: drain and source capacitance each. Returns E_top/q, n, J."""
    C_sum = C_gate + 2 * C_side

    def density(E):
        es = -q * E / kT
        return directed_density(es, T_room) + directed_density(es - q * VD / kT, T_room)

    def mismatch(E):
        return E - E0_volt + (C_gate * VG + C_side * VD - q * density(E)) / C_sum

    E = brentq(mismatch, -2, 2, xtol=1e-15, rtol=1e-14)
    es = -q * E / kT
    J = directed_current(es, T_room) - directed_current(es - q * VD / kT, T_room)
    return E, density(E), J


C_short, VG, step = 0.003, 0.7, 1e-4
for VD in (0.03, 0.3):
    E = device(VG, VD, C_short)[0]
    CQS = q**2 * N / (2 * kT) * expit(-q * E / kT)
    CQD = q**2 * N / (2 * kT) * expit(-q * (E + VD) / kT)
    total = C_gate + 2 * C_short + CQS + CQD
    dG = (device(VG + step, VD, C_short)[0] - device(VG - step, VD, C_short)[0]) / (2 * step)
    dD = (device(VG, VD + step, C_short)[0] - device(VG, VD - step, C_short)[0]) / (2 * step)
    close(dG, -C_gate / total, 1e-4)
    close(dD, -(C_short + CQD) / total, 1e-4)


def output_slope(C_side):
    return (device(VG, 0.5, C_side)[2] - device(VG, 0.4, C_side)[2]) / 0.1


slope_long, slope_short = output_slope(0.0), output_slope(C_short)
assert slope_short > 0 and abs(slope_long) < 1e-2 * slope_short

# --- Printed numbers ---
print(f"band mass = {mass / m_e:.2f} m0, degeneracy g = {g}, T = {T_room:.0f} K")
print(f"kT = {1e3 * kT / q:.3f} meV")
print(f"N = {N / 1e16:.3f} x 10^12 cm^-2")
print(f"vT = {vT / 1e5:.4f} x 10^7 cm/s")
print(f"Trajectory test: eta_S = {eta_s_test}, eta_D = {eta_d_test}")
print(f"  J from formula = {formula_test:.2f} uA/um")
print(f"  J traced at top = {traced[0.0]:.2f} uA/um")
print(f"  J traced past top (x = 0.8) = {traced[0.8]:.2f} uA/um")
print(f"  past top, forward p below {p_split:.3f} comes from drain (reduced units)")
print(f"Fixed density n = {n_fix / 1e16:.2f} x 10^12 cm^-2")
print("V_D(V) eta_S eta_D n+ n-(10^12 cm^-2) J+ J- J(uA/um)")
for V in (0.0, 0.02, 0.05, 0.1, 0.2, 0.5):
    es, ed = eta_pair(n_fix, V, T_room)
    jp, jm = directed_current(es, T_room), directed_current(ed, T_room)
    print(f"{V:.2f} {es:.4f} {ed:.4f} {directed_density(es, T_room) / 1e16:.4f} "
          f"{directed_density(ed, T_room) / 1e16:.4f} {jp:.1f} {jm:.1f} {jp - jm:.1f}")
es = eta_pair(n_fix, 0.5, T_room)[0]
v_inj = vT * fermi_integral(es, 0.5) / np.logaddexp(0, es)
print(f"At 0.5 V: F_half(eta_S) = {fermi_integral(es, 0.5):.4f}, "
      f"F_0(eta_S) = {np.logaddexp(0, es):.4f}")
print(f"injection velocity at 0.5 V = {v_inj / 1e5:.4f} x 10^7 cm/s")
print(f"nondegenerate estimate q n vT = {q * n_fix * vT:.1f} uA/um")
print(f"zero-temperature saturated current = {J_degenerate:.1f} uA/um")
print(f"small-bias conductance, 300 K = {G_room:.1f} uA/(V um)")
print(f"small-bias resistance times width, 300 K = {1e6 / G_room:.2f} ohm um")
print(f"small-bias resistance times width, 0 K limit = {1e6 / G_cold:.2f} ohm um")
print(f"Gate model: V_G = {VG} V, E_0 = {E0_volt} eV, C_G = {100 * C_gate:.2f} uF/cm^2")
for label, C_side in (("no drain coupling", 0.0), ("drain coupling", C_short)):
    print(f"{label}: C_D = C_S = {100 * C_side:.2f} uF/cm^2")
    for VD in (0.05, 0.2, 0.4, 0.5):
        E, n, J = device(VG, VD, C_side)
        print(f"  V_D = {VD:.2f} V: E_top - mu_S = {1e3 * E:.2f} meV, "
              f"n = {n / 1e16:.4f} x 10^12 cm^-2, J = {J:.2f} uA/um")
print(f"output slope 0.4-0.5 V, no drain coupling = {slope_long:.4f} uA/(V um)")
print(f"output slope 0.4-0.5 V, drain coupling = {slope_short:.2f} uA/(V um)")
print("all tests passed")
```

Running it gives:

```
band mass = 0.50 m0, degeneracy g = 4, T = 300 K
kT = 25.852 meV
N = 10.799 x 10^12 cm^-2
vT = 0.7609 x 10^7 cm/s
Trajectory test: eta_S = 1.5, eta_D = -1.5
  J from formula = 1275.32 uA/um
  J traced at top = 1275.32 uA/um
  J traced past top (x = 0.8) = 1275.32 uA/um
  past top, forward p below 1.756 comes from drain (reduced units)
Fixed density n = 10.00 x 10^12 cm^-2
V_D(V) eta_S eta_D n+ n-(10^12 cm^-2) J+ J- J(uA/um)
0.00 0.4216 0.4216 5.0000 5.0000 694.6 694.6 0.0
0.02 0.7786 0.0049 6.2439 3.7561 894.6 505.6 389.0
0.05 1.1970 -0.7371 7.8886 2.1114 1176.0 272.3 903.7
0.10 1.5670 -2.3011 9.4847 0.5153 1467.6 63.7 1403.9
0.20 1.6785 -6.0578 9.9874 0.0126 1563.2 1.5 1561.7
0.50 1.6813 -17.6596 10.0000 0.0000 1565.7 0.0 1565.7
At 0.5 V: F_half(eta_S) = 2.3785, F_0(eta_S) = 1.8520
injection velocity at 0.5 V = 0.9772 x 10^7 cm/s
nondegenerate estimate q n vT = 1219.1 uA/um
zero-temperature saturated current = 1248.0 uA/um
small-bias conductance, 300 K = 19719.9 uA/(V um)
small-bias resistance times width, 300 K = 50.71 ohm um
small-bias resistance times width, 0 K limit = 36.17 ohm um
Gate model: V_G = 0.7 V, E_0 = 0.3 eV, C_G = 3.00 uF/cm^2
no drain coupling: C_D = C_S = 0.00 uF/cm^2
  V_D = 0.05 V: E_top - mu_S = -17.19 meV, n = 7.1680 x 10^12 cm^-2, J = 657.97 uA/um
  V_D = 0.20 V: E_top - mu_S = -25.32 meV, n = 7.0158 x 10^12 cm^-2, J = 1022.44 uA/um
  V_D = 0.40 V: E_top - mu_S = -25.35 meV, n = 7.0151 x 10^12 cm^-2, J = 1024.16 uA/um
  V_D = 0.50 V: E_top - mu_S = -25.35 meV, n = 7.0151 x 10^12 cm^-2, J = 1024.16 uA/um
drain coupling: C_D = C_S = 0.30 uF/cm^2
  V_D = 0.05 V: E_top - mu_S = -11.64 meV, n = 6.1983 x 10^12 cm^-2, J = 570.85 uA/um
  V_D = 0.20 V: E_top - mu_S = -20.37 meV, n = 6.2832 x 10^12 cm^-2, J = 899.64 uA/um
  V_D = 0.40 V: E_top - mu_S = -22.63 meV, n = 6.6069 x 10^12 cm^-2, J = 955.07 uA/um
  V_D = 0.50 V: E_top - mu_S = -23.72 meV, n = 6.7695 x 10^12 cm^-2, J = 982.45 uA/um
output slope 0.4-0.5 V, no drain coupling = 0.0074 uA/(V um)
output slope 0.4-0.5 V, drain coupling = 273.82 uA/(V um)
all tests passed
```
